# Mean Free Path of Trimethylaluminium in Nitrogen: verification in Python

```python
"""Mean free path of trace trimethylaluminium (TMA, A) in nitrogen (B).

Result under test, for hard spheres in thermal equilibrium:
    lambda = 1 / (n * pi * d^2 * sqrt(1 + m_A/m_B)),   n = p/(k_B T)
lambda : mean speed of A divided by its mean collision rate
d      : centre-to-centre distance of A and B at contact
Also tested: D = 3 k_B T / (4 mu n pi d^2 <g>), the first approximation to
the diffusion coefficient, with mu the reduced mass and g the relative speed.
Tests use reduced units: k_B T = 1 and m_B = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

rng = np.random.default_rng(12345)


def mean_speed(kT, mass):
    return np.sqrt(8 * kT / (np.pi * mass))


def reduced_mass(m_a, m_b):
    return m_a * m_b / (m_a + m_b)


def free_path(density, cross_section, m_a, m_b):
    return 1 / (density * cross_section * np.sqrt(1 + m_a / m_b))


def diffusion(kT, density, cross_section, m_a, m_b):
    mu = reduced_mass(m_a, m_b)
    return 3 * kT / (4 * mu * density * cross_section * mean_speed(kT, mu))


# Molecular masses in atomic mass units, from the atomic masses
mass_tma = 26.982 + 3 * 12.011 + 9 * 1.008
mass_n2 = 2 * 14.007
ratio = mass_tma / mass_n2

# Test 1: count the spheres that really meet, from positions and velocities
pairs, diameter, duration, g_max = 2_000_000, 1.0, 0.3, 7.0
half_box = g_max * duration + diameter
position = rng.uniform(-half_box, half_box, (pairs, 3))
v_a = rng.standard_normal((pairs, 3)) / np.sqrt(ratio)
v_rel = rng.standard_normal((pairs, 3)) - v_a
r2 = np.sum(position**2, axis=1)
g2 = np.sum(v_rel**2, axis=1)
rg = np.sum(position * v_rel, axis=1)
disc = rg**2 - g2 * (r2 - diameter**2)
entry = (-rg - np.sqrt(np.maximum(disc, 0))) / g2
meets = (r2 > diameter**2) & (rg < 0) & (disc > 0) & (entry < duration)
hits_per_density = meets.mean() * (2 * half_box)**3
path_count = np.linalg.norm(v_a, axis=1).mean() * duration / hits_per_density
path_formula = free_path(1.0, np.pi * diameter**2, ratio, 1.0)
geometry_ratio = path_count / path_formula
assert abs(geometry_ratio - 1) < 0.03  # sampling error is near 0.8 percent
del position, v_a, v_rel, r2, g2, rg, disc, entry, meets


# Test 2: mean relative speed by quadrature over both Maxwell distributions
def speed_grid(mass, points=120):
    x, w = np.polynomial.legendre.leggauss(points)
    top = 9 / np.sqrt(mass)
    v = 0.5 * top * (x + 1)
    pdf = 4 * np.pi * v**2 * (mass / (2 * np.pi))**1.5
    return v, 0.5 * top * w * pdf * np.exp(-mass * v**2 / 2)


va, wa = speed_grid(ratio)
vb, wb = speed_grid(1.0)
cosine, wc = np.polynomial.legendre.leggauss(40)
A, B, C = va[:, None, None], vb[None, :, None], cosine[None, None, :]
relative = np.sqrt(A**2 + B**2 - 2 * A * B * C)
rate_at_speed = (relative @ (wc / 2)) @ wb
speed_ratio = (wa @ rate_at_speed) / (wa @ va)
assert abs(speed_ratio / np.sqrt(1 + ratio) - 1) < 1e-4
# Other definition: average over speeds of the free path at each speed
other_factor = (wa @ (va / rate_at_speed)) * speed_ratio

# Test 3: mirror reflection at contact scatters isotropically
b = np.sqrt((np.arange(20000) + 0.5) / 20000)  # uniform over the disc area
normal = np.stack([b, 0 * b, -np.sqrt(1 - b**2)], axis=1)
incoming = np.array([0.0, 0.0, 1.0])
outgoing = incoming - 2 * (normal @ incoming)[:, None] * normal
counts, _ = np.histogram(outgoing[:, 2], bins=10, range=(-1, 1))
assert np.max(np.abs(counts / 2000 - 1)) < 0.01

# Test 4: random flight of tracers; n times cross-section is set to 1
tracers, t_end = 120_000, 9.0
v = rng.standard_normal((tracers, 3)) / np.sqrt(ratio)
v_start = v.copy()
shift = np.zeros_like(v)
clock = np.zeros(tracers)
total_path, total_hits = 0.0, 0
while True:
    wait = rng.exponential(1 / g_max, tracers)
    active = wait < t_end - clock
    dt = np.minimum(wait, t_end - clock)
    shift += v * dt[:, None]
    total_path += np.sum(np.linalg.norm(v, axis=1) * dt)
    clock += dt
    if not active.any():
        break
    partner = rng.standard_normal((tracers, 3))
    g = np.linalg.norm(v - partner, axis=1)
    collide = active & (rng.random(tracers) * g_max < g)
    way = rng.standard_normal((int(collide.sum()), 3))
    way /= np.linalg.norm(way, axis=1)[:, None]
    v[collide] = (ratio * v[collide] + partner[collide]
                  + g[collide][:, None] * way) / (1 + ratio)
    total_hits += int(collide.sum())
flight_ratio = total_path / total_hits / free_path(1, 1, ratio, 1)
d_flight = np.mean(np.sum(v_start * shift, axis=1)) / 3
diffusion_ratio = d_flight / diffusion(1, 1, 1, ratio, 1)
assert abs(flight_ratio - 1) < 0.005
# Sampling error 0.6 percent, plus finite time and first approximation
assert abs(diffusion_ratio - 1) < 0.03

# Worked example in SI units
T = 500.0
p_torr = 1.0
d = 0.5e-9
kT = const.k * T
pressure = p_torr * const.torr
n = pressure / kT
sigma = np.pi * d**2
m_a = mass_tma * const.atomic_mass
m_b = mass_n2 * const.atomic_mass
mu = reduced_mass(m_a, m_b)
v_tma = mean_speed(kT, m_a)
g_mean = mean_speed(kT, mu)
rate = n * sigma * g_mean
lam = free_path(n, sigma, m_a, m_b)
assert abs(v_tma / rate / lam - 1) < 1e-10
assert 34e-6 < lam < 36e-6
D = diffusion(kT, n, sigma, m_a, m_b)
transport = 3 * D / v_tma
assert abs(transport / lam / (9 * np.pi / 32 * (1 + ratio)) - 1) < 1e-10

# Neglected effects; the inputs here are rough typical values
well_K = 200.0
eps = well_K / T  # well depth over k_B T


def weight(x):  # relative speed distribution for mu = k_B T = 1
    return np.sqrt(2 / np.pi) * x**2 * np.exp(-x**2 / 2)


attracted = quad(lambda x: weight(x) * (x + 2 * eps / x) if x > 0 else 0.0,
                 0, 12)[0]
bare = quad(lambda x: weight(x) * x, 0, 12)[0]
assert abs(attracted / bare - (1 + eps)) < 1e-6
lam_attracted = lam / (1 + eps)
fraction = 0.10
d_n2 = 0.37e-9
d_tma = 2 * d - d_n2
rate_mix = n * ((1 - fraction) * sigma * g_mean
                + fraction * np.pi * d_tma**2 * np.sqrt(2) * v_tma)
lam_mix = v_tma / rate_mix
enthalpy, entropy = 85e3, 180.0
K_bar = np.exp(-(enthalpy - T * entropy) / (const.R * T))
dimer_ratio = fraction * pressure / const.bar / K_bar

print(f"Temperature: {T:.0f} K")
print(f"Total pressure: {p_torr:.0f} Torr = {pressure:.2f} Pa")
print(f"Collision diameter d: {d*1e9:.2f} nm")
print(f"Mass of TMA: {mass_tma:.3f} u")
print(f"Mass of N2: {mass_n2:.3f} u")
print(f"Mass ratio TMA/N2: {ratio:.4f}")
print(f"Mass factor sqrt(1 + ratio): {np.sqrt(1+ratio):.4f}")
print(f"Thermal energy k_B T: {kT:.4e} J")
print(f"Number density: {n:.4e} m^-3")
print(f"Cross-section pi d^2: {sigma*1e18:.4f} nm^2")
print(f"Mean speed of TMA: {v_tma:.1f} m/s")
print(f"Mean relative speed: {g_mean:.1f} m/s")
print(f"Collision rate of one TMA: {rate:.4e} s^-1")
print(f"MEAN FREE PATH: {lam*1e6:.2f} um = {lam/const.value('Bohr radius'):.3e} bohr")
print(f"With factor sqrt(2) instead: {1e6/(n*sigma*np.sqrt(2)):.2f} um")
print(f"With motionless N2 instead: {1e6/(n*sigma):.2f} um")
print(f"Average of v/rate(v) instead: {lam*other_factor*1e6:.2f} um")
print(f"Diffusion coefficient: {D*1e4:.1f} cm^2/s")
print(f"Transport length 3D/v: {transport*1e6:.1f} um")
print(f"Transport length / mean free path: {transport/lam:.3f}")
print(f"Knudsen number, 100 nm hole: {lam/100e-9:.0f}")
print(f"Knudsen number, 1 cm channel: {lam/1e-2:.5f}")
print(f"Path if d is 10% larger: {lam/1.1**2*1e6:.1f} um")
print(f"Path if d is 10% smaller: {lam/0.9**2*1e6:.1f} um")
print(f"Rough attraction depth / k_B: {well_K:.0f} K")
print(f"Rate factor from attraction: {1+eps:.2f}")
print(f"Path with attraction, bare core d: {lam_attracted*1e6:.1f} um")
print(f"TMA fraction in mixture case: {fraction:.2f}")
print(f"Rough N2 diameter: {d_n2*1e9:.2f} nm")
print(f"TMA-TMA diameter, additive rule: {d_tma*1e9:.2f} nm")
print(f"Path in that mixture: {lam_mix*1e6:.2f} um")
print(f"Rough dimer dissociation enthalpy: {enthalpy/1e3:.0f} kJ/mol")
print(f"Rough dimer dissociation entropy: {entropy:.0f} J/(mol K)")
print(f"Dissociation constant: {K_bar:.1f} bar")
print(f"Dimer/monomer pressure ratio: {dimer_ratio:.0e}")
print(f"Molecular volume measure n d^3: {n*d**3:.1e}")
print(f"Test, geometric count / formula: {geometry_ratio:.4f}")
print(f"Test, speed ratio by quadrature: {speed_ratio:.4f}")
print(f"Test, random-flight path / formula: {flight_ratio:.4f}")
print(f"Test, random-flight D / formula: {diffusion_ratio:.4f}")
print("success")
```

Output:

```
Temperature: 500 K
Total pressure: 1 Torr = 133.32 Pa
Collision diameter d: 0.50 nm
Mass of TMA: 72.087 u
Mass of N2: 28.014 u
Mass ratio TMA/N2: 2.5732
Mass factor sqrt(1 + ratio): 1.8903
Thermal energy k_B T: 6.9032e-21 J
Number density: 1.9313e+22 m^-3
Cross-section pi d^2: 0.7854 nm^2
Mean speed of TMA: 383.2 m/s
Mean relative speed: 724.4 m/s
Collision rate of one TMA: 1.0988e+07 s^-1
MEAN FREE PATH: 34.88 um = 6.591e+05 bohr
With factor sqrt(2) instead: 46.62 um
With motionless N2 instead: 65.93 um
Average of v/rate(v) instead: 33.76 um
Diffusion coefficient: 140.7 cm^2/s
Transport length 3D/v: 110.1 um
Transport length / mean free path: 3.157
Knudsen number, 100 nm hole: 349
Knudsen number, 1 cm channel: 0.00349
Path if d is 10% larger: 28.8 um
Path if d is 10% smaller: 43.1 um
Rough attraction depth / k_B: 200 K
Rate factor from attraction: 1.40
Path with attraction, bare core d: 24.9 um
TMA fraction in mixture case: 0.10
Rough N2 diameter: 0.37 nm
TMA-TMA diameter, additive rule: 0.63 nm
Path in that mixture: 34.23 um
Rough dimer dissociation enthalpy: 85 kJ/mol
Rough dimer dissociation entropy: 180 J/(mol K)
Dissociation constant: 3.3 bar
Dimer/monomer pressure ratio: 4e-05
Molecular volume measure n d^3: 2.4e-06
Test, geometric count / formula: 0.9969
Test, speed ratio by quadrature: 1.8903
Test, random-flight path / formula: 0.9995
Test, random-flight D / formula: 1.0032
success
```
